# Why lower sticking improves step coverage, and what it costs: a program that tests the result

```python
"""
Result under test: in a blind cylindrical hole with ballistic transport, diffuse
re-emission and constant sticking probability s, lowering s raises the relative
flux f = F/F0 everywhere towards 1 (better step coverage), while the captured
fraction P of entering molecules falls. The bottom rate s*f_bottom, however,
need not fall: in a deep hole it has a maximum at small s.

Symbols: F0 flux on the flat field, a = depth/diameter, K diffuse exchange
matrix, p_n probability of leaving after exactly n further wall impacts,
N number of wall impacts when nothing sticks. Hole geometry uses diameter = 1.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import toeplitz
from scipy.optimize import minimize_scalar

R = 0.5  # hole radius in units of the diameter


def disc_exchange(r1, r2, h):
    """Area times view factor for two coaxial discs at distance h."""
    q = r1**2 + r2**2 + h**2
    root = np.sqrt(np.maximum(q**2 - 4 * r1**2 * r2**2, 0.0))
    return 2 * np.pi * r1**2 * r2**2 / (q + root)


class Hole:
    """Zones: annuli of the bottom first, then wall rings from bottom to mouth."""

    def __init__(self, aspect, rings, annuli=10):
        self.aspect, self.nb = aspect, annuli
        z = np.linspace(0, aspect, rings + 1)
        step = aspect / rings
        rho = np.linspace(0, R, annuli + 1)
        g = disc_exchange(R, R, step * np.arange(rings + 1))
        ring_area = 2 * np.pi * R * step
        first = np.empty(rings)
        first[0] = ring_area - 2 * (g[0] - g[1])
        first[1:] = g[:-2] - 2 * g[1:-1] + g[2:]
        table = disc_exchange(rho[:, None], R, z[None, :])
        cross = np.diff(table[:, :-1] - table[:, 1:], axis=0)
        size = annuli + rings
        exchange = np.zeros((size, size))
        exchange[annuli:, annuli:] = toeplitz(first)
        exchange[:annuli, annuli:] = cross
        exchange[annuli:, :annuli] = cross.T
        self.area = np.concatenate([np.pi * np.diff(rho**2),
                                    np.full(rings, ring_area)])
        to_mouth = np.concatenate([np.diff(table[:, -1]),
                                   (g[:-1] - g[1:])[::-1]])
        self.K = exchange / self.area[:, None]
        self.p0 = to_mouth / self.area
        self.eye = np.eye(size)

    def flux(self, s):
        return np.linalg.solve(self.eye - (1 - s) * self.K, self.p0)

    def bottom(self, values):
        return np.average(values[:self.nb], weights=self.area[:self.nb])

    def coverage(self, s):
        return self.bottom(self.flux(s))

    def capture(self, s):
        return s * np.dot(self.area, self.flux(s)) / (np.pi * R**2)

    def mean_hits(self):
        return np.linalg.solve(self.eye - self.K, self.K.sum(axis=1))


def trace(aspect, from_mouth, count, sticks, rng):
    """Follow molecules on non-sticking diffuse walls until they leave.
    Returns impacts per molecule and bottom impacts weighted by survival."""
    r, angle = R * np.sqrt(rng.random(count)), 2 * np.pi * rng.random(count)
    x, y = r * np.cos(angle), r * np.sin(angle)
    z = np.full(count, float(aspect) if from_mouth else 0.0)
    face = np.full(count, -1.0 if from_mouth else 1.0)  # 0 marks the side wall
    hits = np.zeros(count, dtype=int)
    on_bottom = np.zeros((len(sticks), count))
    alive = np.arange(count)
    while alive.size:
        c = np.sqrt(rng.random(alive.size))
        sine = np.sqrt(1 - c**2)
        phi = 2 * np.pi * rng.random(alive.size)
        u, w = sine * np.cos(phi), sine * np.sin(phi)
        wall = face == 0
        vx = np.where(wall, (-c * x - u * y) / R, u)
        vy = np.where(wall, (-c * y + u * x) / R, w)
        vz = np.where(wall, w, c * face)
        v2 = np.maximum(vx**2 + vy**2, 1e-18)
        b = x * vx + y * vy
        gap = np.where(wall, 0.0, np.minimum(x**2 + y**2 - R**2, 0.0))
        t = (-b + np.sqrt(b**2 - v2 * gap)) / v2
        z_new = z + t * vz
        floor = z_new < 0
        t = np.where(floor, -z / np.where(floor, vz, 1.0), t)
        keep = z_new <= aspect
        x, y = (x + t * vx)[keep], (y + t * vy)[keep]
        z = np.where(floor, 0.0, z_new)[keep]
        face = floor[keep].astype(float)
        alive = alive[keep]
        landed = alive[face == 1]
        for k, s in enumerate(sticks):
            on_bottom[k, landed] += (1.0 - s)**hits[landed]
        hits[alive] += 1
    return hits, on_bottom


def agrees(sample, value):
    """Four standard errors plus 0.3 percent for the finite zone size."""
    error = np.std(sample) / np.sqrt(len(sample))
    return abs(np.mean(sample) - value) < 4 * error + 0.003 * abs(value)


# Disc exchange against direct quadrature of the cosine law
node, weight = np.polynomial.legendre.leggauss(30)
r1, r2, h = 0.3, 0.5, 0.5
ra, rb = r1 * (node + 1) / 2, r2 * (node + 1) / 2
ang = 2 * np.pi * np.arange(80) / 80
dist2 = (h**2 + ra[:, None, None]**2 + rb[None, :, None]**2
         - 2 * ra[:, None, None] * rb[None, :, None] * np.cos(ang))
inner = (h**2 / (np.pi * dist2**2)).mean(axis=2) * (2 * np.pi)**2
direct = (weight * ra * r1 / 2) @ inner @ (weight * rb * r2 / 2)
assert abs(direct / disc_exchange(r1, r2, h) - 1) < 1e-8

# Main hole
diameter, depth, deep_depth = 1000.0, 5000.0, 20000.0  # angstrom
aspect, deep_aspect = depth / diameter, deep_depth / diameter
hole = Hole(aspect, 200)
coarse = Hole(aspect, 100)
for s in (1.0, 0.1, 0.01):
    assert abs(coarse.coverage(s) / hole.coverage(s) - 1) < 0.005

# Monotonic flux in every zone and monotonic capture
s_grid = np.logspace(-4, 0, 41)
profiles = np.array([hole.flux(s) for s in s_grid])
captures = np.array([hole.capture(s) for s in s_grid])
assert np.all(np.diff(profiles, axis=0) < 0)
assert np.all(np.diff(captures) > 0)

# Ray tracing of entering molecules
rng = np.random.default_rng(12345)
sticks = (1.0, 0.1, 0.01)
hits_in, bottom_in = trace(aspect, True, 150000, sticks, rng)
area_ratio = 1 + 4 * aspect
assert agrees(hits_in, area_ratio)
for k, s in enumerate(sticks):
    assert agrees(1 - (1.0 - s)**hits_in, hole.capture(s))
    assert agrees(bottom_in[k], hole.coverage(s))

# Ray tracing of molecules launched from the bottom: reciprocal reading
hits_up, _ = trace(aspect, False, 60000, (), rng)
mean_up = hole.bottom(hole.mean_hits())
assert agrees(hits_up, mean_up)
for s in sticks:
    assert agrees((1.0 - s)**hits_up, hole.coverage(s))
tiny = 1e-6
assert abs((1 - hole.coverage(tiny)) / (tiny * mean_up) - 1) < 1e-3

# Derivative of the bottom rate from the reflection series
s_test, ds = 0.1, 1e-4
p_n, series, p_bottom = hole.p0.copy(), 0.0, []
for n in range(500):
    pb = hole.bottom(p_n)
    p_bottom.append(pb)
    series += pb * (1 - s_test)**(n - 1) * (1 - (n + 1) * s_test)
    p_n = hole.K @ p_n
numeric = ((s_test + ds) * hole.coverage(s_test + ds)
           - (s_test - ds) * hole.coverage(s_test - ds)) / (2 * ds)
assert abs(series - numeric) < 1e-6

# Deep hole: the bottom rate is not monotonic in s
deep = Hole(deep_aspect, 400)
deep_rate = lambda s: s * deep.coverage(s)
peak = minimize_scalar(lambda q: -deep_rate(np.exp(q)), method="bounded",
                       bounds=(np.log(1e-4), np.log(0.05)))
s_peak = float(np.exp(peak.x))
dip = minimize_scalar(lambda q: deep_rate(np.exp(q)), method="bounded",
                      bounds=(np.log(s_peak), 0.0))
s_dip = float(np.exp(dip.x))
assert deep_rate(s_peak) > deep_rate(1.0) > deep_rate(s_dip)
hits_deep, _ = trace(deep_aspect, False, 8000, (), rng)
escape_deep = (1 - s_peak)**hits_deep
assert agrees(escape_deep, deep.coverage(s_peak))
deep_error = np.std(escape_deep) / np.sqrt(len(escape_deep))
deep_direct = disc_exchange(R, R, deep_aspect) / (np.pi * R**2)
assert s_peak * (np.mean(escape_deep) - 3 * deep_error) > deep_direct

# Absolute growth rate, evaluated in atomic units
bohr = const.value("Bohr radius") / const.angstrom
hartree = const.value("Hartree energy in eV")
time_unit = const.value("atomic unit of time")
kT_eV, mass_u, density, sigma, volume = 0.05, 100.0, 1e-12, 100.0, 30.0
kT = kT_eV / hartree
mass = mass_u * const.value("atomic mass constant") / const.m_e
flux0 = density * bohr**3 * np.sqrt(kT / (2 * np.pi * mass))
v_th = np.sqrt(kT / mass)
maxwell = quad(lambda q: q * np.exp(-q**2 / 2) / np.sqrt(2 * np.pi), 0, 12)[0]
assert abs(density * bohr**3 * v_th * maxwell / flux0 - 1) < 1e-8
full_rate = volume / bohr**3 * flux0 * bohr / time_unit
free_path = 1 / (np.sqrt(2) * density * sigma)
assert free_path > 100 * deep_depth

print(f"Hole diameter: {diameter:.0f} angstrom; depth: {depth:.0f} angstrom")
print(f"Aspect ratio: {aspect:.1f} (dimensionless)")
print(f"Thermal energy kT: {kT_eV:.3f} eV = {kT:.6f} hartree")
print(f"Molecular mass: {mass_u:.1f} u = {mass:.1f} electron masses")
print(f"Gas density: {density:.2e} angstrom^-3")
print(f"Collision cross-section: {sigma:.1f} angstrom^2")
print(f"Film volume per molecule: {volume:.1f} angstrom^3")
print(f"Mean free path: {free_path:.3e} angstrom")
print(f"Incident flux F0: {flux0:.4e} atomic units")
print(f"Field growth rate at s=1: {full_rate:.3f} angstrom/s")
print(f"Mean impacts per entering molecule, area ratio: {area_ratio:.2f}")
print(f"Mean impacts per entering molecule, ray tracing: {hits_in.mean():.2f}")
print(f"Mean impacts after launch from bottom, matrix: {mean_up:.2f}")
print(f"Mean impacts after launch from bottom, rays: {hits_up.mean():.2f}")
print("Bottom escape probabilities p0, p1, p2: "
      + ", ".join(f"{p:.5f}" for p in p_bottom[:3]))
print("Main hole; cov = f_bottom, min/max = zone flux/F0, dir = p0/f_bottom,")
print("P = captured fraction; field and bottom rates in angstrom/s")
print("     s      cov      min      max      dir        P    field   bottom")
for s in (1.0, 0.3, 0.1, 0.03, 0.01, 0.001):
    f = hole.flux(s)
    cov = hole.bottom(f)
    print(f"{s:6.3f} {cov:8.5f} {f.min():8.5f} {f.max():8.5f} "
          f"{p_bottom[0] / cov:8.5f} {hole.capture(s):8.5f} "
          f"{s * full_rate:8.4f} {s * cov * full_rate:8.5f}")
for k, s in enumerate(sticks):
    print(f"Ray tracing s={s:.2f}: coverage {bottom_in[k].mean():.5f}, "
          f"P {np.mean(1 - (1.0 - s)**hits_in):.5f}")
print(f"Slope d(s*f_bottom)/ds at s={s_test}: series {series:.6f}, "
      f"difference {numeric:.6f}")
print(f"Deep hole depth: {deep_depth:.0f} angstrom; aspect {deep_aspect:.1f}")
print("Deep hole: s, coverage, captured fraction, bottom rate in angstrom/s")
for label, s in (("full sticking", 1.0), ("local minimum", s_dip),
                 ("maximum", s_peak), ("below maximum", s_peak / 10)):
    print(f"  {label}: {s:.5f}, {deep.coverage(s):.6f}, "
          f"{deep.capture(s):.5f}, {deep_rate(s) * full_rate:.6f}")
print(f"Deep hole coverage at maximum, ray tracing: {escape_deep.mean():.4f} "
      f"+/- {deep_error:.4f}")
print(f"Deep hole bottom rate, maximum over s=1 value: "
      f"{deep_rate(s_peak) / deep_rate(1.0):.3f}")
print("verified")
```

Running it gives:

```
Hole diameter: 1000 angstrom; depth: 5000 angstrom
Aspect ratio: 5.0 (dimensionless)
Thermal energy kT: 0.050 eV = 0.001837 hartree
Molecular mass: 100.0 u = 182288.8 electron masses
Gas density: 1.00e-12 angstrom^-3
Collision cross-section: 100.0 angstrom^2
Film volume per molecule: 30.0 angstrom^3
Mean free path: 7.071e+09 angstrom
Incident flux F0: 5.9353e-18 atomic units
Field growth rate at s=1: 26.287 angstrom/s
Mean impacts per entering molecule, area ratio: 21.00
Mean impacts per entering molecule, ray tracing: 21.02
Mean impacts after launch from bottom, matrix: 56.61
Mean impacts after launch from bottom, rays: 56.53
Bottom escape probabilities p0, p1, p2: 0.00980, 0.00276, 0.00537
Main hole; cov = f_bottom, min/max = zone flux/F0, dir = p0/f_bottom,
P = captured fraction; field and bottom rates in angstrom/s
     s      cov      min      max      dir        P    field   bottom
 1.000  0.00980  0.00097  0.48766  1.00000  1.00000  26.2874  0.25774
 0.300  0.02286  0.01374  0.63726  0.42895  0.72104   7.8862  0.18026
 0.100  0.09203  0.08130  0.75473  0.10654  0.49744   2.6287  0.24193
 0.030  0.32406  0.31343  0.85759  0.03026  0.29405   0.7886  0.25556
 0.010  0.62158  0.61494  0.92847  0.01577  0.14899   0.2629  0.16340
 0.001  0.94604  0.94504  0.99038  0.01036  0.02014   0.0263  0.02487
Ray tracing s=1.00: coverage 0.00941, P 1.00000
Ray tracing s=0.10: coverage 0.09131, P 0.49639
Ray tracing s=0.01: coverage 0.62093, P 0.14874
Slope d(s*f_bottom)/ds at s=0.1: series -0.023970, difference -0.023970
Deep hole depth: 20000 angstrom; aspect 20.0
Deep hole: s, coverage, captured fraction, bottom rate in angstrom/s
  full sticking: 1.00000, 0.000624, 1.00000, 0.016409
  local minimum: 0.07031, 0.002154, 0.43977, 0.003982
  maximum: 0.00330, 0.239598, 0.11635, 0.020767
  below maximum: 0.00033, 0.809643, 0.02314, 0.007018
Deep hole coverage at maximum, ray tracing: 0.2384 +/- 0.0024
Deep hole bottom rate, maximum over s=1 value: 1.266
verified
```
